Comment on the claim that Hartree-Fock binds every ordinary diatomic

The manuscript models fluorine gas in a chamber-cleaning process and takes the F–F bond energy from Hartree-Fock theory. Its argument has three parts. Hartree-Fock binds familiar diatomics such as N2 and Cl2. For F2 it gives an energy curve with a minimum near the known bond length. Therefore F2 is bound at this level, and correlation merely corrects the depth of the well. The third statement does not follow from the other two, and the energy that would decide it is missing.

**The comparison that is needed**

A minimum shows that the energy rises when the nuclei are moved a little. Binding is a comparison with separated atoms. With fixed nuclei and a non-relativistic Hamiltonian, define

D = 2E(F) − E(F2).

The molecule lies below two ground-state atoms if D > 0. Both energies must come from the same level of theory and the same basis, and each atom must have its open 2p shell.

I have evaluated D at 0.141 nm, a rough value of the bond length, in the cc-pVTZ basis. In restricted Hartree-Fock (RHF), the two electrons of each pair share one spatial orbital. The unrestricted form (UHF) lets the two spins have different orbitals, and I use it for the atom. The total energies give

D(RHF) = 2(−2704.962) − (−5408.326) = −1.60 eV.

The RHF molecule is therefore 1.60 eV above two UHF atoms (1.61 eV in cc-pVQZ). Part of this comes from the choice of atomic reference: against restricted open-shell atoms the gap is 1.35 eV, with the same sign. At the same level N2 has D = 4.94 eV at 0.110 nm and Cl2 has D = 0.76 eV at 0.200 nm. In cc-pVQZ these become 4.98 and 0.79 eV. The manuscript is right about those two molecules, but they do not establish a rule.

**Why the curve looks bound**

A scan in the smaller cc-pVDZ basis gives these energies above two UHF atoms:

0.120 nm: RHF 2.40 eV, UHF 2.40 eV
0.130 nm: RHF 1.74 eV, UHF 1.74 eV
0.140 nm: RHF 1.74 eV, UHF 1.53 eV
0.160 nm: RHF 2.66 eV, UHF 0.80 eV
0.180 nm: RHF 4.01 eV, UHF 0.34 eV
0.220 nm: RHF 6.52 eV, UHF 0.06 eV

The RHF curve has a local minimum between 0.130 and 0.140 nm. A parabola through the first three points puts it at 0.135 nm, still about 1.7 eV above the atoms. This height depends on the basis: in cc-pVTZ the minimum lies at 0.133 nm and 1.44 eV above the atoms. Measured from the RHF energy at 0.220 nm, the well seems nearly 5 eV deep, but that stretched molecule is not a pair of neutral atoms.

To see what it is, let a and b be the 2p orbitals along the axis on the two atoms, far enough apart for their overlap to be negligible. The bonding orbital is σg = (a + b)/√2. Both electrons occupy it, with opposite spins, so the spatial function is

σg(1)σg(2) = ½[a(1)a(2) + b(1)b(2) + a(1)b(2) + b(1)a(2)].

The first two terms put both electrons on one atom, giving F⁻ and F⁺. The last two leave one electron on each. All four have equal weight, so the state is half ionic at any large distance.

The energy cost follows by keeping the atomic orbitals frozen. Each σg electron has density (a² + b²)/2, because the cross term ab vanishes. The repulsion of the pair is therefore

¼(J_aa + J_bb + 2J_ab) = ½(J_aa + J_ab),

where J_aa is the repulsion of two electrons in the same 2p orbital, J_ab is that of electrons on different atoms, and J_bb = J_aa by symmetry. In two neutral atoms the same pair has repulsion J_ab. All other terms agree: the total density is a² + b² in both cases, and the exchange with the closed shells also adds up to that of one 2p electron per atom. Hence, apart from the weak interaction of neutral atoms,

E(σg²) − 2E(F) = ½(J_aa + J_ab) − J_ab = ½(J_aa − J_ab).

At 1.00 nm, with restricted open-shell atomic orbitals in cc-pVDZ, this is

½(25.745 − 1.445) = 12.150 eV.

A direct evaluation of the whole determinant's energy also gives 12.150 eV. Relaxing the orbitals would lower this number, so it is not the fully optimized RHF limit. It does show that the rise of the RHF curve on stretching cannot be read as a bond energy.

**Could a better single determinant rescue the argument?**

The authors might reply that UHF removes the ionic error at large distance. It does help. At 0.141 nm in cc-pVTZ it lowers the molecule by 0.25 eV, but

D(UHF) = −1.35 eV.

The price is a state that is no longer a pure singlet: ⟨S²⟩ is 0.35 instead of zero. In the scan, UHF coincides with RHF at the two shortest distances and then falls at every further point. On that grid the UHF curve has no well at all. In cc-pVTZ the two solutions separate only near the RHF minimum at 0.133 nm, so a very shallow local well there, about 1.4 eV above the atoms, is not excluded.

The UHF solution at 0.141 nm is stable against small changes of its orbitals within the UHF form. That does not prove it to be the global minimum over all determinants, and complex or spin-mixed orbitals were not examined. The precise statement is that the lowest determinant found lies 1.35 eV too high. Nor does the scan exclude a very weak long-range contact between atoms, which would not be the covalent bond at issue.

**The smallest correlated wave function**

Correlation here means what is missing from a single determinant. The simplest way to include some of it is to add the determinant in which both electrons occupy the antibonding orbital σu = (a − b)/√2:

Ψ = c_g σg² − c_u σu², with c_g² + c_u² = 1 and both coefficients positive.

Now a and b denote orthogonal localized orbitals, since the atomic orbitals overlap at the bond length. With electron labels understood by position,

σg² = ½[(aa + bb) + (ab + ba)],
σu² = ½[(aa + bb) − (ab + ba)].

Substitution gives

Ψ = ½(c_g − c_u)(aa + bb) + ½(c_g + c_u)(ab + ba).

The two ionic terms are orthonormal, so their total weight is

w = 2 × ¼(c_g − c_u)² = ½(c_g² + c_u² − 2c_g c_u) = ½ − c_g c_u.

For c_u = 0 this is the RHF value, one half. For c_g = c_u it is zero, as required for neutral separated atoms. The minus sign in Ψ is essential, since a plus sign would increase the ionic part.

I optimized both coefficients and all orbitals, a calculation called CASSCF(2,2). At 0.141 nm the σu orbital holds 0.134 electrons. Since two electrons enter it together, c_u² = 0.067 and c_g² = 0.933, and

w = 0.50 − √(0.933 × 0.067) = 0.25.

The ionic weight has halved. The energy is now below that of two restricted open-shell atoms:

D(CASSCF) = 0.68 eV.

These atoms are the proper reference for this wave function: at 1.00 nm in cc-pVDZ its energy agrees with theirs to better than 0.001 eV. They are not the UHF atoms used above, so the difference between 0.68 and −1.60 eV should not be read as a pure correlation energy. The value also depends on the basis: cc-pVDZ gives 0.48 eV, while the σu occupation (0.137) and the ionic weight (0.25) hardly change.

**The remaining correlation**

Two determinants do not describe how all the valence electrons avoid one another. For this I used coupled-cluster theory with single and double excitations, CCSD, and with an approximate treatment of triples, CCSD(T). The 1s electrons were left uncorrelated. Writing each total energy as E_HF + E_corr gives

D = [2E_HF(F) − E_HF(F2)] + 2E_corr(F) − E_corr(F2).

With UHF atoms and the RHF molecule as references, the CCSD(T) numbers are

D = −1.60 − 11.69 + 14.80 = 1.51 eV, or 0.055 hartree.

Both correlation energies are negative. The molecule's is larger in magnitude by 3.1 eV, enough to repay the Hartree-Fock deficit and leave a bond. CCSD without triples gives 1.21 eV, so triples affect the strength of the bond but not its sign.

This is not an exact energy. In a small common space of ten electrons in eleven orbitals, taken from the minimal-size 6-31G basis rather than cc-pVTZ, CCSD(T) lies 0.02 eV above full configuration interaction for the molecule. Basis superposition, the borrowing of one atom's functions by the other, makes D too large by about 0.08 eV, as estimated with second-order perturbation theory (MP2). The basis itself matters more: going from cc-pVDZ to cc-pVTZ raises D by 0.36 eV at fixed distance, and at the MP2 level the next step, to cc-pVQZ, adds about 0.10 eV more. I have not taken the basis to its limit.

Nuclear motion removes 0.05 eV, from a cc-pVDZ CCSD(T) curve, leaving D0 = 1.46 eV, the value used below. That curve is somewhat too soft: in cc-pVTZ the zero-point energy is 0.057 eV and D0 = 1.45 eV. Spin-orbit coupling lowers the atoms. For one hole in a p shell the coupling is −ζL·S, and L·S = ½ in the lowest level, J = 3/2, so each atom falls by ζ/2. An estimate with the unscreened nuclear charge gives 0.05 eV for two atoms, which is an overestimate. Core correlation and other relativistic effects were not computed. None of the estimated corrections approaches the size needed to reverse the sign.

**Consequence for the gas model**

Consider neutral fluorine in thermal equilibrium at 1 Torr and 600 K, rough conditions for a heated cleaning chamber. If a fraction x of the F2 has dissociated, each original molecule leaves 1 − x molecules and 2x atoms, or 1 + x particles in all. The partial pressures are

p_F = 2xp/(1 + x), p_F2 = (1 − x)p/(1 + x),

and therefore

K = p_F²/p_F2 = 4x²p/(1 − x²).

Equating the ideal-gas chemical potentials, 2μ_F = μ_F2, gives

K = kT (Λ_F2³/Λ_F⁶)(g²/q) exp(−D0/kT).

Here Λ is the thermal wavelength, g = 6 is the atomic degeneracy without spin-orbit splitting, and q is the rotational and vibrational partition function of F2. With the CCSD(T) value of D0, x = 0.0097, about one percent.

Now replace D by the UHF value and hold all other factors fixed. The exponent changes by

(1.51 + 1.35)/0.0517 ≈ 55,

so K grows by a factor of about 10²⁴. The undissociated fraction becomes 6 × 10⁻²¹. The manuscript's level of theory would thus predict a gas with essentially no F2, which no adjustment of a rate prefactor can sensibly repair.

The one percent is itself only a rough result. For small x, x varies as exp(−D0/2kT), so an error of 0.1 eV changes it by a factor of 2.6. The measured D0 is roughly 1.6 eV; using that, with g between 4 and 6 to allow for spin-orbit splitting, gives x near 0.002. A real discharge also breaks the equilibrium assumption. Electron impact produces atoms and walls recombine them, and the atom fraction can be far above this thermal value. It has to come from a measurement or a kinetic model, and I have attempted neither here.

**Recommendation**

The claim that F2 is bound at the Hartree-Fock level should be withdrawn, and the F2 energy replaced by a correlated one referred to separated atoms. The RHF minimum may be reported as a local minimum, with its height above the atoms stated beside it. The numerical output below gives the energies needed for that correction.

Table of computed values

```
F2 bond length used: 0.141 nm
Main basis: cc-pVTZ; scan basis: cc-pVDZ
UHF energy of one F atom: -2704.962 eV
RHF energy of F2: -5408.326 eV
UHF energy of F2: -5408.579 eV
UHF <S^2>, dimensionless: 0.350
UHF internally stable: True
D from RHF: -1.599 eV
D from UHF: -1.345 eV
D from CAS(2,2): 0.679 eV
D from CCSD: 1.214 eV
D from CCSD(T): 1.507 eV
D from CCSD(T): 0.05537 hartree
CCSD(T) correlation, two atoms: -11.692 eV
CCSD(T) correlation, F2: -14.797 eV
Gain in binding from correlation: 3.105 eV
N2 at 0.110 nm, D from RHF: 4.943 eV
Cl2 at 0.200 nm, D from RHF: 0.756 eV
Scan: distance / RHF excess / UHF excess
0.120 nm / 2.397 eV / 2.397 eV
0.130 nm / 1.735 eV / 1.735 eV
0.140 nm / 1.735 eV / 1.529 eV
0.160 nm / 2.662 eV / 0.804 eV
0.180 nm / 4.006 eV / 0.343 eV
0.220 nm / 6.523 eV / 0.059 eV
sigma_u occupation in CAS(2,2): 0.1337 electrons
Ionic weight in CAS(2,2): 25.03 percent
Large test distance: 1.00 nm
J_aa: 25.745 eV
J_ab at large distance: 1.445 eV
Frozen sigma_g^2 excess, direct: 12.150 eV
Frozen sigma_g^2 excess, formula: 12.150 eV
CAS excess at large distance: 0.00003 eV
CCSD(T) minus full CI, small space: 0.0193 eV
MP2 basis superposition estimate: 0.079 eV
CCSD(T) D in cc-pVDZ: 1.150 eV
Change of D, cc-pVDZ to cc-pVTZ: 0.357 eV
Minimum of cc-pVDZ CCSD(T) curve: 0.1458 nm
Harmonic zero-point energy: 0.0488 eV
Zero-point energy with cubic term: 0.0479 eV
Spin-orbit lowering, two atoms, overestimate: 0.0487 eV
Gas temperature: 600 K
Gas pressure: 1.0 Torr
Thermal energy kT: 0.0517 eV
D0 used for the correlated gas: 1.458 eV
Dissociated fraction, CCSD(T): 9.655e-03
Dissociated fraction, Gibbs minimum: 9.655e-03
F2 fraction left undissociated, UHF: 5.922e-21
```
